# Does a larger vibration amplitude by itself make a solid expand?

## Question

I am reading about thermal stress in chips, where bonded layers try to expand by different amounts. I picture the expansion itself like this: in a hotter solid each atom swings more widely, so it needs more room, pushes its neighbours away, and the solid grows.

Is the larger amplitude really enough? Suppose the bonds were perfect springs. Would the solid still expand? And if something else is needed, how does it enter the expansion coefficient and the stress in a clamped layer?

## Answer

Your picture counts the push between two atoms when they are close, but leaves out the pull when they are far apart. Whether the average separation changes depends on the balance of the two, so the calculation should start from the average force.

### The average force in equilibrium

Take one bond and motion along its line. Let $r_0$ be the separation at the minimum of the potential energy, $r$ the instantaneous separation, and $x=r-r_0$. No external force acts. Angle brackets denote a thermal average at temperature $T$.

In classical statistics the probability of $x$ is proportional to $e^{-V(x)/k_BT}$. The average of $V'(x)$ therefore contains the integral

$$
\int V'(x)\,e^{-V/k_BT}\,dx=-k_BT\int\frac{d}{dx}e^{-V/k_BT}\,dx=0 .
$$

The last integral is the difference of $e^{-V/k_BT}$ at the two ends, and it vanishes because $V$ rises to large values on both sides. Hence

$$
\langle V'(x)\rangle=0 .
$$

The same holds in quantum mechanics. I use Rydberg atomic units: $\hbar=1$, the electron mass is $1/2$, energies are in Ry and lengths in bohr. If the reduced mass of the pair is $M$ electron masses, its value in these units is $M/2$, and

$$
H=\frac{p^2}{2(M/2)}+V(x)=\frac{p^2}{M}+V(x).
$$

Since $p$ commutes with $p^2$, we have $[p,H]=[p,V]=-iV'(x)$. In a bound state of energy $E_n$,

$$
\langle n|[p,H]|n\rangle=E_n\langle n|p|n\rangle-E_n\langle n|p|n\rangle=0 ,
$$

so the average of $V'$ vanishes in each such state. A thermal average is a weighted sum over these states, so it vanishes too.

### A perfect spring

For $V=kx^2/2$ the derivative is $V'=kx$, and the force balance reads

$$
k\langle x\rangle=0\quad\Rightarrow\quad\langle x\rangle=0 .
$$

Temperature has dropped out. A perfectly harmonic bond has the mean separation $r_0$ whether it is cold or hot. Even a constant external stretching force $h$ changes this only to $k\langle x\rangle=h$, a shift that is again independent of temperature.

The amplitude does grow. To find it, evaluate another commutator. With $[x,p^2]=2ip$,

$$
[xp,H]=x[p,H]+[x,H]p=-ixV'+\frac{2i}{M}p^2 .
$$

Its average in a stationary state is zero, so $2\langle p^2/M\rangle=\langle xV'\rangle$. For the spring $xV'=kx^2=2V$. The mean kinetic and potential energies are therefore equal, each being half the total energy $E$:

$$
\tfrac12k\langle x^2\rangle_0=\tfrac12E\quad\Rightarrow\quad k\langle x^2\rangle_0=E .
$$

The subscript 0 marks the harmonic well. The classical equations $\dot x=2p/M$ and $\dot p=-kx$ give $\ddot x=-(2k/M)x$, so $\omega=\sqrt{2k/M}$. The levels are $\omega(n+\tfrac12)$, with thermal mean energy

$$
E=\frac{\omega}{2}+\frac{\omega}{e^{\omega/k_BT}-1}
=\frac{\omega}{2}\coth\frac{\omega}{2k_BT}.
$$

Thus

$$
\langle x^2\rangle_0=\frac{\omega}{2k}\coth\frac{\omega}{2k_BT}.
$$

At high temperature $\coth u\approx1/u$ for small $u$, and $\langle x^2\rangle_0\approx k_BT/k$. At $T=0$ the zero-point value $\omega/(2k)$ remains. The distribution widens on heating, but its centre stays put.

### What is needed instead

Add the next two terms to the well:

$$
V(x)=\tfrac12kx^2-gx^3+fx^4,\qquad f>0 .
$$

With $g>0$ the cubic term lowers the energy for stretching and raises it for compression. The quartic term keeps the atoms bound in this model. The derivative is $V'=kx-3gx^2+4fx^3$, and the force balance becomes

$$
k\langle x\rangle=3g\langle x^2\rangle-4f\langle x^3\rangle .
$$

If $g=0$, the well is symmetric, so the odd averages $\langle x\rangle$ and $\langle x^3\rangle$ both vanish. The bond is then anharmonic but still does not expand. What matters is the asymmetry of the well, not every departure from a perfect spring.

For weak asymmetry, let $g$ be of order $\lambda$ and $f$ of order $\lambda^2$, with $\lambda$ small. Reversing the sign of $g$ mirrors the well, which leaves $\langle x^2\rangle$ unchanged and reverses $\langle x^3\rangle$. Hence $\langle x^2\rangle$ differs from $\langle x^2\rangle_0$ only at order $\lambda^2$, while $\langle x^3\rangle$ is of order $\lambda$ and $f\langle x^3\rangle$ of order $\lambda^3$. To leading order,

$$
\langle x\rangle\approx\frac{3g}{k}\langle x^2\rangle_0 .
$$

This formula shows what is right in your picture. The growing amplitude does drive the growth of the shift, but it is multiplied by $g$. With $g=0$ there is nothing to multiply, and with $g<0$ the bond contracts on heating.

The classical motion shows how the shift arises. At energy $\epsilon$ a perfect spring turns at $x=\pm a$, where $ka^2/2=\epsilon$. With the cubic term, write a turning point as $\pm a+\delta$ and keep first-order terms in $\delta$ and $g$:

$$
\tfrac12ka^2\pm ka\,\delta\mp ga^3=\tfrac12ka^2
\quad\Rightarrow\quad \delta=\frac{ga^2}{k}.
$$

Both turning points move towards larger separation by the same $\delta$, so the midpoint of the swing moves by $ga^2/k$. The time average moves further. Over one period the momentum returns to its initial value, so the mean force is zero and the mean of $x$ is $3g/k$ times the mean of $x^2$, which is $a^2/2$ to leading order. This gives $3ga^2/(2k)$. The extra half of the midpoint shift arises because the atoms spend more time on the softer, stretched side.

### The expansion coefficient

Define $\alpha=(1/r_0)\,d\langle x\rangle/dT$. Inserting $\langle x^2\rangle_0=E/k$ into the leading-order shift gives $\langle x\rangle\approx3gE/k^2$, and therefore

$$
\alpha\approx\frac{3g}{k^2r_0}C,\qquad C=\frac{dE}{dT}.
$$

To find the heat capacity $C$, set $y=\omega/(k_BT)$, so that $dy/dT=-y/T$. Differentiating $\omega/(e^y-1)$ gives

$$
C=\frac{\omega e^y}{(e^y-1)^2}\,\frac{y}{T}
=k_B\frac{y^2e^y}{(e^y-1)^2}.
$$

At high temperature $C\to k_B$ and $\alpha$ tends to $3gk_B/(k^2r_0)$ within this leading-order formula. At low temperature $C\to0$, so $\alpha\to0$ even though zero-point vibration remains. A large amplitude that does not change with temperature gives no thermal expansion, even in an asymmetric well.

The same shift follows from the free energy. The local stiffness is $V''\approx k-6gx$, and $\omega$ varies as its square root, so $d\omega/dx\approx-3g\omega/k$. The vibrational free energy $F_{\rm vib}=k_BT\ln[2\sinh(\omega/2k_BT)]$ has the derivative $dF_{\rm vib}/d\omega=\tfrac12\coth(\omega/2k_BT)=E/\omega$. Minimizing $kx^2/2+F_{\rm vib}$ gives

$$
kx-\frac{3g}{k}E=0\quad\Rightarrow\quad x=\frac{3gE}{k^2}.
$$

Stretching pays because it lowers the vibration frequency. A calculation that uses harmonic vibrations at each length, but lets their frequencies depend on that length, already contains the asymmetry. In a strictly harmonic solid the frequencies do not depend on length.

### Numbers for a model bond

Take $r_0=4.5$ bohr, $k=0.25$ Ry/bohr², $g=0.10$ Ry/bohr³, $f=0.05$ Ry/bohr⁴ and $M=25000$. These are round model values, not those of a particular material. The curvature $V''=k-6gx+12fx^2$ has no real zero, because $36g^2-48fk=0.36-0.60<0$. The well thus has a single minimum.

Between 300 K and 600 K the root-mean-square amplitude of the harmonic bond rises from 0.104 to 0.130 bohr, by 25 %. Its mean separation, found by diagonalizing the Hamiltonian, is 4.500000 bohr at both temperatures. So is that of the symmetric quartic well.

For the asymmetric well at 600 K, the leading-order formula gives

$$
\langle x\rangle\approx\frac{3(0.10)(0.016916)}{0.25}=0.0203\ \text{bohr}.
$$

Diagonalization with the full potential also gives 0.0203 bohr. At 300 K both values are 0.0130 bohr. Heating from 300 K to 600 K therefore lengthens the bond by 0.00737 bohr, or 0.390 pm. In the mirrored well, with $g=-0.10$ Ry/bohr³, the bond shortens by the same amount.

At 0 K the asymmetric bond is already 0.0107 bohr longer than $r_0$, because of zero-point motion. The minimum of the potential is therefore not the bond length of the cold solid.

For the expansion coefficient at 300 K, the heat capacity is $0.643\,k_B$, and

$$
\alpha\approx\frac{3(0.10)(0.6427)(6.334\times10^{-6})}{(0.25)^2(4.5)}
=4.34\times10^{-6}\ \text{K}^{-1}.
$$

The full potential gives $4.40\times10^{-6}$ K⁻¹, so the leading-order value is about 1 % too low relative to it. The complete numerical output follows this answer.

### Stress in a clamped layer

Now prevent the bond from expanding. A compressive force $P$ adds $+Px$ to the energy, and the force balance becomes $\langle V'\rangle=-P$. Choose $P$ so that $\langle x\rangle=0$:

$$
P=3g\langle x^2\rangle-4f\langle x^3\rangle\approx3g\langle x^2\rangle_0 .
$$

The averages in the middle expression belong to the clamped bond. The last step is again leading order: $P$ itself is of order $\lambda$, and by the same mirror argument it changes $\langle x^2\rangle$ only at order $\lambda^2$.

For the model bond, diagonalization gives $P=0.00321$ Ry/bohr at 300 K and 0.00497 Ry/bohr at 600 K. The leading-order values, 0.00325 and 0.00508 Ry/bohr, are 1.3 % and 2.2 % too high relative to these. Part of $P$ merely opposes the zero-point shift. With the bond held at $r_0$, heating from 300 K to 600 K raises the load by 0.00176 Ry/bohr. This is the force on one bond along its line. A real film is held in its plane but can usually change its thickness, so its stress also depends on its elastic constants.

For a perfect spring $g=f=0$ and $P=0$ at every temperature. The atoms strike harder when close and pull harder when far apart, and the two effects cancel in the mean.

In a chip, two bonded layers that were both strictly harmonic would develop no thermal mismatch stress. If only the film were harmonic, an expanding substrate would still stretch it. The stress comes from the difference in expansion, so one layer without expansion is not enough to remove it.

### From one bond to a solid

Let $u_i$ be the Cartesian displacements of all atoms from a static equilibrium structure, and let the energy be strictly quadratic in them:

$$
V=V_0+\tfrac12\sum_{ij}K_{ij}u_iu_j,\qquad K_{ij}=K_{ji}.
$$

The argument for the mean force applies to each coordinate separately and gives

$$
\left\langle\frac{\partial V}{\partial u_i}\right\rangle=\sum_jK_{ij}\langle u_j\rangle=0 .
$$

Fix the rigid translations and infinitesimal rotations of the solid, which cost no energy. If the structure is stable against all remaining displacements, the remaining matrix is invertible and every $\langle u_j\rangle$ is zero. A uniform stretch of a free solid is one particular set of displacements, so it is covered as well.

The springs need not be equal or relaxed. Consider three atoms on a line, with neighbour springs of stiffness $k$ and $2k$ and natural length $r_0$. A third spring of stiffness $0.4k$ joins the outer atoms and is 0.3 bohr too short to fit. The static bonds are then 4.4250 and 4.4625 bohr. Classical averages at 300 K and 600 K give the same two lengths, while the spread of the first bond grows from 0.0755 to 0.1068 bohr.

### Which separation stays fixed?

In three dimensions, "mean separation" has two meanings. The lattice constant is set by the distance between the mean positions of the atoms, and this is what stays fixed in a harmonic solid. The mean of the instantaneous distance behaves differently.

Let the mean positions be a distance $R$ apart, and let the relative displacement have a component $z$ along the line between them and a length $\rho$ across it. To second order,

$$
\sqrt{(R+z)^2+\rho^2}\approx R+z+\frac{\rho^2}{2R}.
$$

For harmonic motion $\langle z\rangle=0$. If each direction has variance $\sigma^2$, then $\langle\rho^2\rangle=2\sigma^2$, and the mean distance is $R+\sigma^2/R$. Sideways motion lengthens the line between the atoms without moving their mean positions.

With $R=4.5$ bohr and the harmonic variances above, this excess is 0.0024 bohr at 300 K and 0.0038 bohr at 600 K. Its growth, about 0.0014 bohr, is roughly a fifth of the true expansion of the asymmetric bond. An increase in the mean instantaneous distance is thus not, on its own, evidence that the lattice has expanded.

There is a related trap in the phrase "perfect spring". A spring whose energy is quadratic in its length, $\tfrac12k(\text{length}-R)^2$, is not quadratic in Cartesian displacements once the atoms can move sideways. With the expansion above, its energy is approximately

$$
\tfrac12k\left(z+\frac{\rho^2}{2R}\right)^2=\tfrac12kz^2+\frac{k}{2R}z\rho^2+\dots
$$

The second term is cubic. If other bonds supply a linear restoring force for the sideways motion alone, the mean force along $z$ gives $\langle z\rangle\approx-\langle\rho^2\rangle/(2R)$, and the mean positions move closer together on heating. Here a larger amplitude accompanies contraction.

So perfect springs do not make a solid expand, provided that "perfect" means an energy quadratic in all the atomic displacements. To predict the part of the expansion or thermal stress that comes from atomic vibrations, you need the amplitude together with the asymmetry of the forces. Conduction electrons in metals and magnetic order in magnetic solids add contributions of their own, which this model leaves out. For weakly anharmonic motion along a single bond, the sign of $g$ decides between expansion and contraction. In a solid, sideways motion can add the contraction described above, and if that motion is soft enough it can outweigh a positive $g$.

## Values computed for the example and the checks

```
static separation r0 = 4.5 bohr
stiffness k = 0.25 Ry/bohr^2
cubic coefficient g = 0.10 Ry/bohr^3
quartic coefficient f = 0.05 Ry/bohr^4
reduced mass M = 25000 electron masses
harmonic quantum omega = 0.004472 Ry
Boltzmann constant = 6.33362e-06 Ry/K
--- T = 0 K
harmonic mean square x = 0.008944 bohr^2
harmonic rms amplitude = 0.09457 bohr
harmonic mean separation = 4.500000 bohr
symmetric quartic mean = 4.500000 bohr
asymmetric mean = 4.510667 bohr
asymmetric shift = 0.010667 bohr
leading-order shift = 0.010733 bohr
reversed-well shift = -0.010667 bohr
--- T = 300 K
harmonic mean square x = 0.010823 bohr^2
harmonic rms amplitude = 0.10403 bohr
harmonic mean separation = 4.500000 bohr
symmetric quartic mean = 4.500000 bohr
asymmetric mean = 4.512963 bohr
asymmetric shift = 0.012963 bohr
leading-order shift = 0.012987 bohr
reversed-well shift = -0.012963 bohr
--- T = 600 K
harmonic mean square x = 0.016916 bohr^2
harmonic rms amplitude = 0.13006 bohr
harmonic mean separation = 4.500000 bohr
symmetric quartic mean = 4.500000 bohr
asymmetric mean = 4.520332 bohr
asymmetric shift = 0.020332 bohr
leading-order shift = 0.020299 bohr
reversed-well shift = -0.020332 bohr
--- heating and holding
expansion 300 to 600 K = 0.007369 bohr
the same expansion = 0.3900 pm
alpha at 300 K, full = 4.396e-06 1/K
alpha at 300 K, leading = 4.342e-06 1/K
heat capacity at 300 K = 0.6427 kB
holding force at 300 K = 0.003206 Ry/bohr
leading force at 300 K = 0.003247 Ry/bohr
holding force at 600 K = 0.004966 Ry/bohr
leading force at 600 K = 0.005075 Ry/bohr
--- harmonic chain of three atoms, classical
static bonds = 4.425000, 4.462500 bohr
mean bonds at 300 K = 4.425000, 4.462500 bohr
rms spread, bond 1, 300 K = 0.07550 bohr
mean bonds at 600 K = 4.425000, 4.462500 bohr
rms spread, bond 1, 600 K = 0.10677 bohr
--- three-dimensional harmonic motion
rise of mean distance, 300 K = 0.002405 bohr
rise of mean distance, 600 K = 0.003759 bohr
```
